# Matthiessen's rule as an upper bound on carrier mobility

A mobility calculation for a transistor channel reaches a point where several scattering mechanisms must be combined. One can add their rates at each carrier energy and average afterwards, or average each mechanism separately and add the reciprocal mobilities. The second way, Matthiessen's rule, needs just one number per mechanism. It is also used backwards: a Coulomb mobility is obtained by subtracting phonon and roughness contributions from a total. Whether either use is acceptable depends on the sign and size of the rule's error. For elastic mechanisms acting on the same carriers, the rule cannot give too low a mobility, and it is correct if and only if the relaxation times are proportional to one another over the thermally relevant energies.

## The average that defines the mobility

Take one isotropic parabolic band in two dimensions, with mass \(m\), energy \(E=\hbar^2k^2/2m\) and speed \(v=\hbar k/m\). A weak force \(\mathcal F\) acts along \(x\), and \(\theta\) is the angle of \(\mathbf k\) from \(x\). Write the distribution as \(f+f_1\), where \(f(E)\) is the Fermi function and \(f_1\) is linear in \(\mathcal F\). Since \(\partial f/\partial k_x=f'(E)\hbar v\cos\theta\), the steady linearized Boltzmann equation is

\[
\mathcal F v\cos\theta\,f'(E)=-\int_0^{2\pi}W(\varphi)\,[f_1(\theta)-f_1(\theta+\varphi)]\,d\varphi .
\]

The Pauli factors have cancelled, because elastic scattering connects states of equal \(E\) with equal rates both ways, and \(f_a(1-f_b)-f_b(1-f_a)=f_a-f_b\).

Let \(S(q)\) be the squared matrix element times the area. The golden rule contains \((2\pi/\hbar)\int k'dk'\,d\varphi/(2\pi)^2\), and \(k'dk'=m\,dE'/\hbar^2\), so \(W=mS(q)/(2\pi\hbar^3)\) with \(q=2k\sin(\varphi/2)\). Try \(f_1=\mathcal F\tau v\cos\theta\,(-f')\). In \(\cos(\theta+\varphi)=\cos\theta\cos\varphi-\sin\theta\sin\varphi\) the second term integrates to zero, because \(W\) is even in \(\varphi\). The equation is then satisfied if

\[
\frac1{\tau(E)}=\frac{m}{2\pi\hbar^3}\int_0^{2\pi}S(q)(1-\cos\varphi)\,d\varphi .
\]

If the mechanisms are independent, their matrix elements do not interfere and \(S=\sum_iS_i\). Hence

\[
\frac1{\tau(E)}=\sum_i\frac1{\tau_i(E)} .
\tag{1}
\]

The density of states is constant, so the mean velocity is

\[
\bar v_x=\frac{\int dE\int d\theta\,v\cos\theta\,f_1}{\int dE\int d\theta\,f}
=\mathcal F\,\frac{\int (v^2/2)\,\tau(-f')\,dE}{\int f\,dE}.
\]

With \(v^2/2=E/m\) and \(\mathcal F\) equal to \(e\) times the field strength,

\[
\mu=\frac em\langle\tau\rangle,\qquad
\langle\tau\rangle=\frac{\int_0^\infty \tau E(-f')\,dE}{\int_0^\infty f\,dE}.
\tag{2}
\]

The weight is non-negative. It is also normalized: integration by parts gives \(\int E(-f')dE=\int f\,dE\), since \(Ef\) vanishes at both limits.

Define \(m_i=\langle\tau_i\rangle\), assumed finite and positive, and \(\mu_i=(e/m)m_i\). This is the mobility with mechanism \(i\) alone, at the same density, temperature and screening. Matthiessen's rule replaces \(\langle\tau\rangle\) by

\[
M=\Big(\sum_i\frac1{m_i}\Big)^{-1},\qquad \mu_M=\frac emM .
\]

The claim is \(\langle\tau\rangle\le M\).

## First derivation: Jensen's inequality

Begin with two mechanisms and set \(u(E)=\tau_2/\tau_1\). Equation (1) gives

\[
\tau=\frac{\tau_1\tau_2}{\tau_1+\tau_2}=\tau_1\phi(u),\qquad \phi(u)=\frac{u}{1+u}.
\]

The factor \(\tau_1\) can be absorbed into the weight. Define a new average \(\langle X\rangle_1=\langle\tau_1X\rangle/m_1\). It is again an average with positive normalized weight, and

\[
\langle\tau\rangle=m_1\langle\phi(u)\rangle_1,\qquad
\bar u\equiv\langle u\rangle_1=\frac{\langle\tau_2\rangle}{m_1}=\frac{m_2}{m_1}.
\]

Jensen's inequality for a concave function states \(\langle\phi(u)\rangle_1\le\phi(\bar u)\). Here it can be seen directly. First,

\[
\phi(u)-\phi(\bar u)=\frac{u-\bar u}{(1+u)(1+\bar u)} .
\]

Subtract the tangent term \((u-\bar u)/(1+\bar u)^2\) and use \(1/(1+u)-1/(1+\bar u)=-(u-\bar u)/[(1+u)(1+\bar u)]\):

\[
\phi(u)=\phi(\bar u)+\frac{u-\bar u}{(1+\bar u)^2}-\frac{(u-\bar u)^2}{(1+u)(1+\bar u)^2}.
\]

On averaging, the linear term vanishes and the last term is non-positive. Therefore

\[
\langle\tau\rangle\le m_1\phi(m_2/m_1)=\frac{m_1m_2}{m_1+m_2}=M .
\]

Equality requires \(u=\bar u\) wherever the weight is non-zero, apart from a set of zero weight. That means \(\tau_2=\bar u\,\tau_1\).

For more mechanisms use induction. Let \(H(x,y)=xy/(x+y)\), which increases with each argument, and let \(\tau'\) combine the first \(n-1\) mechanisms. The two-mechanism result gives \(\langle\tau\rangle\le H(\langle\tau'\rangle,m_n)\). If the claim holds for \(n-1\) mechanisms, \(\langle\tau'\rangle\le M'\), where \(1/M'=\sum_{i<n}1/m_i\). Hence \(\langle\tau\rangle\le H(M',m_n)=M\). Equality needs both steps to be equalities: the first \(n-1\) times are mutually proportional, and \(\tau_n\) is proportional to \(\tau'\), hence to all of them. Conversely, if \(\tau_i=c_ig(E)\), both \(\langle\tau\rangle\) and \(M\) equal \(\langle g\rangle/\sum_i(1/c_i)\).

## Second derivation: an exact expression for the gap

Introduce two sets of shares,

\[
p_i(E)=\frac{\tau(E)}{\tau_i(E)},\qquad a_i=\frac{M}{m_i},\qquad \sum_ip_i=\sum_ia_i=1 .
\]

The first is the fraction of the momentum relaxation rate at energy \(E\) due to mechanism \(i\). The second is the energy-independent fraction that Matthiessen's rule assigns to it. Expand a sum of squares at fixed energy:

\[
\sum_i\tau_i(a_i-p_i)^2=\sum_ia_i^2\tau_i-2\sum_ia_i\tau_ip_i+\sum_i\tau_ip_i^2 .
\]

Since \(\tau_ip_i=\tau\), the second term is \(-2\tau\sum_ia_i=-2\tau\), and the third is \(\tau\sum_ip_i=\tau\). So

\[
\sum_ia_i^2\tau_i-\tau=\sum_i\tau_i(a_i-p_i)^2 .
\tag{3}
\]

Now average. The first term becomes \(\sum_ia_i^2m_i=M^2\sum_i1/m_i=M\), and

\[
\mu_M-\mu=\frac em\Big\langle\sum_i\tau_i(a_i-p_i)^2\Big\rangle\ge0 .
\tag{4}
\]

The gap vanishes if and only if \(p_i(E)=a_i\) for every \(i\) throughout the weighted range. Then \(\tau_i=\tau/a_i\), so all times are proportional.

Equation (4) shows the physical cause. The rule assigns one set of shares to all carriers, whereas slow and fast carriers may be scattered mainly by different mechanisms. In a partial average \(m_i\), the energies at which mechanism \(i\) is weak contribute long times. In the real channel another mechanism may limit the carriers at those energies.

If the times depart from proportionality by a small relative amount \(\delta\), then \(a_i-p_i\) is of order \(\delta\) and the gap is of order \(\delta^2\). Slightly different energy laws therefore do little harm.

## What the two derivations assume

Both start from (1) and (2): additive rates at each energy, and one positive weight common to the total and to every partial mobility. Neither uses the particular form of that weight. If several isotropic valleys are occupied but not coupled by scattering, the average can run over valley and energy together, with the factor \(1/m\) of each valley placed in the weight, and the proofs are unchanged.

They differ in what they need afterwards. The first needs strict concavity and a finite \(m_1\) to build the new weight, and it proceeds pair by pair. The second needs no theorem on convex functions and treats all mechanisms together. Its expansion also holds for any constants \(c_i\) with sum one in place of \(a_i\), so

\[
\langle\tau\rangle\le\sum_ic_i^2m_i=M+\sum_im_i(c_i-a_i)^2 .
\]

The equality follows from the same expansion, with \(m_i\) and \(M\) in place of \(\tau_i\) and \(\tau\). Matthiessen's value is thus the tightest bound of this family. If some \(m_i\) is infinite, one may set that \(c_i=0\) and keep a useful bound.

The condition of a common weight and common screening matters in practice. A partial mobility taken from a different system can reverse the inequality, as the silicon example below shows.

## Limits and a closed case

**Low temperature.** The weight narrows around the Fermi energy \(E_F>0\), so different energy laws need not produce an error. Put \(s=E-E_F\). To leading order \(\langle s^2\rangle=\pi^2(kT)^2/3\), while \(\langle s\rangle\) is also of order \(T^2\). Hence \(a_i=p_i(E_F)+O(T^2)\), whereas \(p_i(E)=p_i(E_F)+p_i's+\dots\), and for smooth times (4) gives

\[
M-\langle\tau\rangle\simeq\frac{\pi^2}{3}(kT)^2\sum_i\tau_i\,p_i'^2\Big|_{E_F}.
\]

Take \(\tau_1=t\), a constant, and \(\tau_2=tE/E_F\). Then \(p_1=E/(E+E_F)\), so \(p_1'=-p_2'=1/(4E_F)\) at \(E_F\). The gap is \((\pi^2/24)(kT/E_F)^2t\). For \(kT/E_F=0.02\) this is \(1.645\times10^{-4}t\); direct integration gives \(1.6405\times10^{-4}t\).

**Nondegenerate carriers.** An energy-proportional time arises for unscreened charges in the plane of a thin layer. There \(S\propto1/q^2\) and \(q^2=2k^2(1-\cos\varphi)\), so \((1-\cos\varphi)/q^2=1/(2k^2)\) and the rate varies as \(1/E\). Combine this with a constant time \(\tau_1\), and choose equal partial mobilities. With \(y=E/kT\) the normalized weight is \(ye^{-y}\), and \(\tau_2=\tau_1y/2\) has mean \(\tau_1\), because \(\int_0^\infty y^2e^{-y}dy=2\). Then

\[
\frac{\mu}{\mu_1}=\int_0^\infty ye^{-y}\frac{y}{y+2}\,dy,\qquad
\frac{y^2}{y+2}=y-2+\frac4{y+2}.
\]

The polynomial part integrates to \(1-2=-1\). Substituting \(z=y+2\) in the remainder gives

\[
\frac{\mu}{\mu_1}=4e^2E_1(2)-1=0.4453,\qquad E_1(x)=\int_x^\infty\frac{e^{-z}}z\,dz .
\]

The rule gives 0.5, which is 12.3% above the true value.

**No universal ceiling.** Let two energies have equal weight, with \(\tau_1=(1,\epsilon)\) and \(\tau_2=(\epsilon,1)\). At both energies \(\tau=\epsilon/(1+\epsilon)\), while \(m_1=m_2=(1+\epsilon)/2\) and \(M=(1+\epsilon)/4\). The ratio \(M/\langle\tau\rangle=(1+\epsilon)^2/(4\epsilon)\) is 25.5 at \(\epsilon=0.01\) and grows without limit as \(\epsilon\to0\).

## A silicon inversion layer

Consider electrons at a silicon (100) surface at 300 K, in one subband with two valleys and \(m=0.19\,m_0\). The mobile density is \(N=10^{12}\) cm⁻² and the depletion density \(N_{\rm dep}=2\times10^{12}\) cm⁻². All parameters are round model values.

Phonons have a constant time of 0.1 ps. The interface carries \(N_i=10^{12}\) cm⁻² charges. A charge between media of mean permittivity \(\bar\varepsilon\) gives the Fourier potential energy \(e^2e^{-qz}/(2\bar\varepsilon q)\). Averaging over the layer density \(b^3z^2e^{-bz}/2\) multiplies it by

\[
P=\frac{b^3}{2}\int_0^\infty z^2e^{-(b+q)z}dz=\Big(\frac b{b+q}\Big)^3,\qquad b=1.5\ \text{nm}^{-1}.
\]

For screening, treat the layer as a thin sheet and use its long-wavelength response; both steps overstate the screening at larger \(q\). This is not a small effect: keeping the layer's form factor and the \(q\) dependence of the response would lower the total mobility found below by about 15% and raise the error of the rule from 13% to about 17%. A potential energy \(U\) induces a density \(-(dN/dE_F)U\), so \(U=U_0-(q_s/q)U\), with \(q_s=(e^2/2\bar\varepsilon)\,dN/dE_F=0.398\) nm⁻¹. Thus \(U=U_0q/(q+q_s)\), and

\[
S_C=N_i\Big(\frac{e^2}{2\bar\varepsilon}\Big)^2\frac{P^2}{(q+q_s)^2}.
\]

For roughness, an interface shift \(\Delta(\mathbf r)\) is taken to change the energy by \(eF\Delta\), where \(F=e(N_{\rm dep}+N/2)/\varepsilon_{\rm Si}=0.387\) MV/cm. With correlation \(\Delta_0^2e^{-r^2/L^2}\), \(\Delta_0=0.4\) nm and \(L=1.5\) nm, the Fourier transform gives \(S_R=\pi\Delta_0^2L^2(eF)^2e^{-q^2L^2/4}\).

The partial mobilities for phonons, charge and roughness are 925.7, 3130.6 and 2357.5 cm²/Vs. In units of \(10^{-3}\) Vs/cm²,

\[
\frac1{\mu_M}=1.0803+0.3194+0.4242=1.8239,\qquad \mu_M=548\ \text{cm}^2/\text{Vs}.
\]

Adding rates first gives \(\mu=485\) cm²/Vs. The rule is therefore 13.1% high relative to the true model mobility. As a test of the transport average, the collision equation was also solved numerically on 64 angles at each energy, without assuming the form of \(f_1\). It gave the same 484.7 cm²/Vs.

The shares locate the error. Matthiessen's rule assigns 0.592, 0.175 and 0.233 to phonons, charge and roughness. The actual shares are 0.241, 0.618 and 0.142 at 10 meV; 0.551, 0.214 and 0.234 at 50 meV; and 0.782, 0.062 and 0.157 at 150 meV. Dividing the right side of (3) by \(\tau\) gives \(\sum_i(a_i-p_i)^2/p_i\), which is about 0.89, 0.01 and 0.29 at these energies. The fixed shares suit carriers near 50 meV, close to the weighted mean energy of 55 meV, and fail on either side.

Subtraction magnifies the error. From \(1/\mu\ge\sum_i1/\mu_i\), the extracted Coulomb mobility cannot exceed the true partial one. Here, in the same units,

\[
\frac1{\mu_{C,\rm ext}}=2.063-1.080-0.424=0.559,
\]

so \(\mu_{C,\rm ext}\approx1790\) cm²/Vs, which is 43% below 3131 cm²/Vs. The whole excess resistance has been charged to the smallest contribution.

If the Coulomb partial mobility is instead computed without screening, it is 601 cm²/Vs and the rule gives 316 cm²/Vs, below the true 485 cm²/Vs. The theorem is not violated, since its condition of equal screening is.

With everything else fixed, multiplying the interface charge by 0.3, 1, 3 and 10 gives overestimates of 7.2, 13.1, 17.5 and 14.8%. The error is not monotonic. When one mechanism dominates at all relevant energies, its share approaches one everywhere and the relative error must fall again.

## How far the model is from a device

The effective field lies in the usual operating range of silicon transistors, but the interface charge is high: a good thermal oxide has roughly \(10^{10}\) to \(10^{11}\) cm⁻², and values near \(10^{12}\) cm⁻² belong to damaged or poor interfaces. At the lower densities the same model gives an overestimate of only 2 to 4%. Without the interface charge, the oxide field is 1.4 MV/cm. Interface charge all of one sign would shift it by 0.46 MV/cm, up or down according to that sign. Either way it stays well below the rough 10 MV/cm breakdown scale of silicon dioxide.

Among the simplifications tested here, the elastic, constant phonon time has the largest effect on the overestimate. Suppose half of the weighted mean phonon rate comes from isotropic absorption and emission of 60 meV quanta. A relaxation time still exists, because isotropic scattering returns no net momentum, but the rate jumps upward where emission becomes possible. The overestimate rises to about 32%.

The single subband is also a poor approximation. A triangular-well estimate puts 27% of the electrons in the primed valleys and 5% in the second subband. Including the primed valleys, with each ellipse replaced by an isotropic valley of averaged masses and without scattering between valleys, lowers the mobility to about 419 cm²/Vs and raises the overestimate to about 19%. Screening the roughness changes the original 13.1% to 15.5%, and replacing Fermi by Boltzmann weighting at fixed rates gives 14.5%.

At 77 K, with densities fixed, screening recalculated and the phonon rate scaled with \(T\), the overestimate is 5.4%. Both the weight and the balance of mechanisms have changed, so this fall cannot be credited to the narrower weight alone.

Three effects concern the transport picture itself. With a nonparabolicity \(\alpha\approx0.5\) eV⁻¹, the factor \(1+2\alpha E\) raises the mass by 5.5% at the mean in-plane energy, and by about 9% if the confinement kinetic energy of some 30 meV is counted as well. Collision broadening, \(\hbar/\langle\tau\rangle\approx13\) meV, is half of \(kT=26\) meV, so sharply defined carrier energies are a rough approximation here. For slow carriers it is worse. At 10 meV phonons supply 0.241 of the total rate, so \(1/\tau\approx41\) ps⁻¹ and \(\hbar/\tau\approx27\) meV, more than the carrier energy itself. Carriers with \(\hbar/\tau>E\), those below about 19 meV, hold about an eighth of the weight and nearly 40% of the gap, yet they lie outside the strict range of the Boltzmann equation. Finally, the golden rule treats each charge as a weak scatterer. With \(U\) the screened Fourier potential energy of one charge, this needs \(mU/\hbar^2\) to be small, but for a 10 meV carrier it is about 2 at \(q=\sqrt2\,k\). The golden rule then overstates the Coulomb rate of slow carriers, and with it the size of the gap. The inequality is exact within the model, but 13% should not be used as a correction factor for a real channel. When the shares vary this much with energy, the rates should be added before averaging. The numerical output below gives the remaining digits.

## Calculated quantities

```
two-energy example, eps=0.01: mu_M/mu = 25.50
closed example: mu/mu_1 = 0.44531 (rule 0.5)
closed example: overestimate = 12.28 %
cold example kT/E_F=0.02: gap/tau_1 = 1.6405e-04
cold example: low-T law = 1.6449e-04
temperature = 300 K, kT = 25.85 meV
masses m_t, m_l = 0.190, 0.916 m0; valleys 2
permittivities Si, oxide = 11.7, 3.9
inversion density = 1.00e+12 cm^-2
depletion density = 2.00e+12 cm^-2
interface charge density = 1.00e+12 cm^-2
well parameter b = 1.5 1/nm, mean depth = 2.00 nm
phonon time = 0.1 ps
roughness height, length = 0.4, 1.5 nm
effective field = 0.387 MV/cm
Fermi level above subband edge = -33.29 meV
screening wavevector = 0.3982 1/nm
partial mobility, phonon = 925.7 cm2/Vs
partial mobility, Coulomb = 3130.6 cm2/Vs
partial mobility, roughness = 2357.5 cm2/Vs
true mobility = 484.70 cm2/Vs
mobility from angular matrix = 484.70 cm2/Vs
Matthiessen mobility = 548.28 cm2/Vs
gap from exact identity = 63.59 cm2/Vs
overestimate = 13.12 %
Matthiessen shares ph, C, SR = 0.592 0.175 0.233
shares ph, C, SR at 10 meV = 0.241 0.618 0.142
shares ph, C, SR at 50 meV = 0.551 0.214 0.234
shares ph, C, SR at 150 meV = 0.782 0.062 0.157
Coulomb mobility by subtraction = 1789.9 cm2/Vs
unscreened Coulomb mobility = 601.2 cm2/Vs
rule with unscreened partial = 315.7 cm2/Vs
overestimate, interface charge x0.3 = 7.17 %
overestimate, interface charge x3 = 17.49 %
overestimate, interface charge x10 = 14.83 %
overestimate, Boltzmann weight = 14.45 %
overestimate, screened roughness = 15.55 %
overestimate, half phonons inelastic 60 meV = 31.77 %
primed, second level above first = 63.9, 69.3 meV
occupation first, primed, second = 0.678 0.272 0.050
with primed valleys: mobility = 418.6 cm2/Vs
with primed valleys: overestimate = 18.53 %
77 K: true, Matthiessen = 728.5, 767.9 cm2/Vs
77 K: overestimate = 5.41 %
weighted mean energy = 54.9 meV
nonparabolic mass rise there (alpha=0.5/eV) = 5.5 %
collision broadening hbar/<tau> = 12.6 meV
oxide field = 1.39 MV/cm
```
